# Steady temperature rise read by concentric Gaussian pump and probe beams

**Q.** A pump laser heats a surface and a probe laser reads its temperature. But the surface has no single temperature: it is hottest under the pump and cooler further out. What number does the probe report?

**A.** It reports a weighted average. Suppose the reflectance changes in proportion to the local surface temperature rise $T(r)$. Each part of the probe spot then contributes in proportion to the probe intensity there, and the total change in reflected power measures

$$\Delta T=\int g(r)\,T(r)\,d^2r,\qquad g(r)=\frac{2}{\pi w_1^2}e^{-2r^2/w_1^2}.$$

Here $w_1$ is the radius at which the probe intensity has fallen to $1/e^2$ of its central value, and the prefactor makes $\int g\,d^2r=1$. The absorbed pump flux has the same form,

$$q(r)=\frac{2P}{\pi w_0^2}e^{-2r^2/w_0^2},$$

with $P$ the absorbed power, not the incident power. The probe heats the surface too, but in a linear problem its contribution is unchanged when the pump is switched on, so it drops out of the difference between pump on and pump off. $T$ is that difference.

**Q.** Power flows in without end. Why should there be a steady temperature at all?

**A.** Because in a half-space the area open to the heat grows as the square of the distance. The flux then falls as the inverse square, fast enough for the total temperature drop out to infinity to be finite. Let the solid fill $z>0$, with constant isotropic conductivity $\kappa$, a surface insulated except for the absorbed flux, and $T\to0$ far away. For power $P$ entering at one surface point, try

$$T=\frac{P}{2\pi\kappa R},$$

where $R$ is the distance from that point. The function $1/R$ satisfies Laplace's equation away from the source. Its normal derivative, $-z/R^3$, vanishes on the rest of the surface, as insulation requires. The power through a hemisphere of radius $R$ is

$$-\kappa\frac{dT}{dR}\,2\pi R^2=\kappa\,\frac{P}{2\pi\kappa R^2}\,2\pi R^2=P .$$

So the steady solution exists and carries the right power.

**Q.** That is a point. The pump is a spread-out spot, and summing $1/R$ over a Gaussian looks unpleasant.

**A.** It is easier in wavevectors along the surface. For a function of $r$ alone, the two-dimensional Fourier transform and its inverse are

$$\tilde f(k)=\int f(r)J_0(kr)\,d^2r,\qquad f(r)=\frac1{2\pi}\int_0^\infty \tilde f(k)J_0(kr)\,k\,dk,$$

because the average of $e^{ikr\cos\varphi}$ over angle is $J_0(kr)$. Laplace's equation becomes $\partial_z^2\tilde T=k^2\tilde T$. The solution that decays into the solid is $\tilde T(k,z)=\tilde T(k,0)e^{-kz}$. The flux entering at the surface is $-\kappa\,\partial_z\tilde T=\kappa k\tilde T(k,0)$, and it must equal $\tilde q(k)$. Hence

$$\tilde T(k,0)=\frac{\tilde q(k)}{\kappa k}.$$

For the transform of the pump, take $x$ and $y$ separately and complete the square:

$$-\frac{2x^2}{w_0^2}-ik_xx=-\frac{2}{w_0^2}\Big(x+\frac{ik_xw_0^2}{4}\Big)^2-\frac{k_x^2w_0^2}{8}.$$

The $x$ integral is therefore $w_0\sqrt{\pi/2}\;e^{-k_x^2w_0^2/8}$. The $y$ integral has the same form, and their product times $2P/(\pi w_0^2)$ is

$$\tilde q(k)=P\,e^{-k^2w_0^2/8}.$$

**Q.** Now the probe has to be put in. Does that not need the profile $T(r)$ first?

**A.** No. Insert the inverse transform of $T$ into the definition of $\Delta T$ and do the $r$ integral first. That integral is the transform of $g$, which is $e^{-k^2w_1^2/8}$ by the calculation just made with $P=1$. So

$$\Delta T=\frac1{2\pi}\int_0^\infty\frac{P e^{-k^2w_0^2/8}}{\kappa k}\,e^{-k^2w_1^2/8}\,k\,dk
=\frac{P}{2\pi\kappa}\int_0^\infty e^{-k^2(w_0^2+w_1^2)/8}\,dk .$$

The factor $k$ from the area element cancels the $1/k$ from conduction. The radii enter through the sum of their squares alone. With $W=\sqrt{w_0^2+w_1^2}$ the Gaussian integral is $\tfrac12\sqrt{8\pi/W^2}=\sqrt{2\pi}/W$, and

$$\boxed{\;\Delta T=\frac{P}{\sqrt{2\pi}\,\kappa\,W},\qquad W=\sqrt{w_0^2+w_1^2}\;}$$

No physical constant appears, so the formula reads the same in atomic units and in SI.

**Q.** I have seen a prefactor $1/(2\sqrt\pi)$ in such formulas. Which is right?

**A.** Both can be, for different radii. If one uses the root-mean-square radius $w_{\rm rms}=\sqrt{(w_0^2+w_1^2)/2}=W/\sqrt2$, then

$$\Delta T=\frac{P}{\sqrt{2\pi}\,\kappa\,\sqrt2\,w_{\rm rms}}=\frac{P}{2\sqrt\pi\,\kappa\,w_{\rm rms}} .$$

The same prefactor appears if both beams are described by $1/e$ radii, each $w/\sqrt2$, and these are added in quadrature. A prefactor means nothing until the radius is defined.

**Q.** The cancellation in $k$ space is neat, but I do not see why nature should add squares.

**A.** Return to point sources. Choose a heating point at random with the pump's distribution and a reading point at random with the probe's. The average over both is

$$\Delta T=\frac{P}{2\pi\kappa}\Big\langle\frac1s\Big\rangle,$$

where $s$ is the distance between the points. Each coordinate of a beam of radius $w$ has variance $w^2/4$. The difference of two independent Gaussian variables is Gaussian, and its variance is the sum of theirs. So the separation follows a Gaussian of radius $W$, and

$$\Big\langle\frac1s\Big\rangle=\int_0^\infty\frac{2}{\pi W^2}e^{-2s^2/W^2}\,\frac1s\,2\pi s\,ds
=\frac4{W^2}\cdot\frac W2\sqrt{\frac\pi2}=\frac{\sqrt{2\pi}}W .$$

This reproduces the result without a transform. It also shows what is being added: variances of position.

**Q.** Then a tight pump with a wide probe reads the same as a wide pump with a tight probe. Surely the tight pump makes the surface hotter?

**A.** It does, at the centre. To see the profile we need one integral. Write $J_0(kr)=\frac1\pi\int_0^\pi\cos(kr\cos\varphi)\,d\varphi$ and integrate over $k$ first:

$$\int_0^\infty e^{-ak^2}J_0(kr)\,dk=\frac12\sqrt{\frac\pi a}\;\frac1\pi\int_0^\pi e^{-r^2\cos^2\varphi/4a}\,d\varphi
=\frac12\sqrt{\frac\pi a}\;e^{-r^2/8a}I_0\!\Big(\frac{r^2}{8a}\Big).$$

The last step uses $\cos^2\varphi=(1+\cos2\varphi)/2$ and the integral form of the modified Bessel function $I_0$. With $a=w_0^2/8$,

$$T(r)=\frac{P}{\sqrt{2\pi}\,\kappa w_0}\,e^{-r^2/w_0^2}I_0\!\Big(\frac{r^2}{w_0^2}\Big).$$

The centre temperature goes as $1/w_0$. A wide probe, however, also samples the cooler surroundings, and the two effects compensate when the radii are exchanged. For a vanishing probe, $W\to w_0$ and $\Delta T$ becomes the centre temperature. For a vanishing pump, the centre temperature diverges but $\Delta T$ stays finite at $P/(\sqrt{2\pi}\,\kappa w_1)$.

**Q.** Show me with numbers.

**A.** Take $P=10$ mW absorbed, $\kappa=50$ W/(m K), $w_0=10$ µm and $w_1=6$ µm. Then $W=\sqrt{100+36}=11.66$ µm and

$$\Delta T=\frac{0.010}{2.507\times50\times11.66\times10^{-6}}\ \mathrm K=6.84\ \mathrm K,$$

or $k_B\Delta T=0.59$ meV. At fixed power, conductivity and $W$:

| pump (µm) | probe (µm) | centre (K) | average (K) |
|---|---|---|---|
| 10.00 | 6.00 | 7.98 | 6.84 |
| 6.00 | 10.00 | 13.30 | 6.84 |
| 8.25 | 8.25 | 9.68 | 6.84 |

The averages were found by numerical quadrature: point sources were summed over the pump spot, and the resulting surface temperature was averaged over the probe. The boxed formula was not used for them.

**Q.** Is the Gaussian shape essential, or would any two spots with these widths do?

**A.** Matching the widths is not enough. Variances add for any independent distributions, but $\langle1/s\rangle$ depends on the whole distribution of $s$, not on its variance alone. Replace the pump by a uniform disc of radius $a$, whose mean square radius $a^2/2$ equals that of a Gaussian with $w=a$. For a point probe at the centre,

$$T(0)=\int_0^a\frac{P}{\pi a^2}\,\frac{1}{2\pi\kappa s}\,2\pi s\,ds=\frac{P}{\pi\kappa a},$$

with coefficient $1/\pi=0.318$. If instead the disc shrinks to a point under a Gaussian probe, the coefficient is $1/\sqrt{2\pi}=0.399$. The two cases can have the same root-sum-square radius, yet they differ.

At finite sizes, a 10 µm disc with a 6 µm Gaussian probe gives 6.05 K, and a 6 µm disc with a 10 µm probe gives 6.77 K. Because $1/s$ is symmetric in source and reading point, these values can be computed by averaging the Gaussian profile $T(r)$, with the probe radius in place of $w_0$, over the disc.

**Q.** "Concentric" is also an idealization. What if the beams miss each other by $\delta$?

**A.** Displacing the probe puts a factor $J_0(k\delta)$ into the $k$ integral. The integral just evaluated, now with $a=W^2/8$, gives

$$\Delta T(\delta)=\frac{P}{\sqrt{2\pi}\,\kappa W}\,e^{-\delta^2/W^2}I_0\!\Big(\frac{\delta^2}{W^2}\Big)\approx\Delta T(0)\Big(1-\frac{\delta^2}{W^2}\Big)\quad(\delta\ll W).$$

An offset of 1 µm lowers the example by 0.73 %. For $\delta\gg W$, the limit $e^{-x}I_0(x)\to1/\sqrt{2\pi x}$ turns this into $P/(2\pi\kappa\delta)$, the point-source law. An error in the radius matters more, since

$$\frac{\partial\ln\Delta T}{\partial\ln w_0}=-\frac{w_0^2}{W^2}=-\frac{100}{136}=-0.74 .$$

A pump radius 5 % larger, with the probe and power fixed, lowers the rise by 3.6 %. The slope alone would give 3.7 %; the difference is curvature.

**Q.** How long must I wait before calling it steady?

**A.** Longer than the first microseconds suggest. Let $C$ be the heat capacity per volume and $D=\kappa/C$. Unit energy per area deposited on an insulated surface leaves, after time $\tau$, a surface temperature $1/(C\sqrt{\pi D\tau})$. Lateral diffusion multiplies each wavevector by $e^{-Dk^2\tau}$. Adding the deposits made since switch-on,

$$\Delta T(t)=\frac PC\int_0^t\frac{d\tau}{\sqrt{\pi D\tau}}\;\frac1{2\pi}\int_0^\infty k\,e^{-k^2(W^2/8+D\tau)}dk
=\frac PC\int_0^t\frac{d\tau}{\sqrt{\pi D\tau}}\;\frac{1}{4\pi(W^2/8+D\tau)} .$$

Put $u=\sqrt{D\tau}$, so that $d\tau=2u\,du/D$, and use $CD=\kappa$:

$$\Delta T(t)=\frac{P}{2\pi^{3/2}\kappa}\int_0^{\sqrt{Dt}}\frac{du}{W^2/8+u^2}
=\frac{P}{\sqrt{2\pi}\,\kappa W}\;\frac2\pi\arctan\frac{\sqrt{8Dt}}{W}.$$

The limit $t\to\infty$ recovers the steady result. With $C=3.4$ MJ/(m³ K), $D=0.147$ cm²/s. Half the rise is reached at $t=W^2/8D=1.2$ µs, but 99 % takes 4.7 ms, because the missing fraction falls only as $t^{-1/2}$. This is for a single switch-on. Under periodic modulation, heat left from earlier cycles lengthens the time needed for a 1 % error. A square wave read as the difference between the end of the on period and the end of the off period needs 6.9 ms per half period. The amplitude under sinusoidal modulation needs a frequency near 22 Hz, a half period of 23 ms.

**Q.** In 4.7 ms heat travels far. Is the sample still a half-space?

**A.** Up to that moment very nearly, but not during the last per cent of the rise. The diffusion length $\sqrt{4Dt}$ is then 0.52 mm, about the 0.50 mm thickness $d$ that I assume. Suppose the back face is held at $T=0$. The solution in depth is then proportional to $\sinh k(d-z)$, and $1/(\kappa k)$ is replaced by $\tanh(kd)/(\kappa k)$. For $W\ll d$ the Gaussian factor is close to one wherever $1-\tanh kd$ is appreciable, so the rise is lowered by

$$\frac{P}{2\pi\kappa}\int_0^\infty(1-\tanh kd)\,dk=\frac{P}{2\pi\kappa d}\Big[-\ln(1+e^{-2x})\Big]_0^\infty=\frac{P\ln2}{2\pi\kappa d}.$$

This is 0.044 K, or 0.64 % of the half-space rise. The back face is felt late: at 4.7 ms the slab lies only 0.007 % of the rise below the half-space. Because its final value is lower, it reaches 99 % of that value at 1.7 ms. If the back were insulated and the plate laterally infinite, $\coth kd$ would replace $\tanh kd$. The integral would diverge logarithmically at small $k$, and no steady state would exist.

**Q.** Real samples of this kind carry a metal film to absorb the pump and reflect the probe. Does the film destroy the rule?

**A.** It spoils the $1/W$ law but not the dependence on $W$ alone. For any linear stack that is uniform along the surface and isotropic in the plane, let $Z(k)$ be the surface temperature per unit flux. The two Gaussian factors still multiply:

$$\Delta T=\frac P{2\pi}\int_0^\infty Z(k)\,k\,e^{-k^2W^2/8}\,dk .$$

Let the film have thickness $h$ and conductivity $\kappa_f$, and let the interface have conductance $G$. Below the film the temperature per unit flux is $Z_b=1/(\kappa k)+1/G$. For unit flux at the top, the film temperature is $Z\cosh kz-\sinh kz/(\kappa_fk)$. The flux at its bottom is $\cosh kh-\kappa_fkZ\sinh kh$. Setting the bottom temperature equal to $Z_b$ times the bottom flux and solving for $Z$ gives

$$Z=\frac{Z_b+\tanh(kh)/(\kappa_fk)}{1+\kappa_fk\,Z_b\tanh(kh)} .$$

For a thin film and a good interface, the leading terms are

$$Z\approx\frac1{\kappa k}+\frac1G-\frac{\kappa_fh}{\kappa^2}+\frac h{\kappa_f}.$$

The corrections are the interface resistance, lateral spreading in the film, and the resistance of the film to heat crossing it. Since $\int_0^\infty k\,e^{-k^2W^2/8}dk=4/W^2$, a constant term $\rho$ in $Z$ adds $2P\rho/(\pi W^2)$ to the rise.

**Q.** And the sizes?

**A.** Take $h=80$ nm, $\kappa_f=150$ W/(m K) and $G=200$ MW/(m² K). The interface alone adds

$$\frac{2P}{\pi GW^2}=\frac{0.020}{\pi\times2\times10^8\times1.36\times10^{-10}}\ \mathrm K=0.23\ \mathrm K,$$

which is 3.4 % of the half-space rise. The film in perfect contact, from numerical integration of the full $Z$, lowers the rise by 0.19 K, or 2.8 %. Together they leave a net change of only $+0.3$ %, so the half-space formula would return 49.8 instead of 50 W/(m K). The two changes do not simply add: the next order of $Z$ contains the cross term $-2\kappa_fhk/(\kappa G)$, because the interface resistance drives more heat sideways through the film.

This near-cancellation belongs to these parameters. In units of $10^{-9}$ m² K/W the three constants in $Z$ are $+5.0$, $-4.8$ and $+0.5$. A different interface or substrate would upset the balance.

**Q.** The conductivity itself changes with temperature. Does that matter for a rise of a few kelvin?

**A.** A little. Suppose $\kappa(T_{\rm abs})=\kappa(T_{\rm abs}/T_0)^{-n}$, with $T_0$ the base temperature and $T_{\rm abs}=T_0+T$. Define $\theta$ by $\kappa\,d\theta=\kappa(T_{\rm abs})\,dT_{\rm abs}$, with $\theta=0$ at $T_0$. The heat flux is then $-\kappa\nabla\theta$, so $\theta$ obeys the linear problem already solved. Integration gives, for $n\neq1$,

$$T_{\rm abs}=T_0\Big[1+\frac{(1-n)\theta}{T_0}\Big]^{1/(1-n)}\approx T_0+\theta+\frac{n\theta^2}{2T_0}.$$

With $n=1.2$ and $T_0=300$ K, averaging the full expression numerically over the probe raises the result by 1.4 %. This counts pump heating only. Probe heating no longer drops out of the difference between pump on and pump off: the correction becomes 1.8 % if 1 mW is absorbed from the probe and 5.5 % if 10 mW is.

Here the rule itself fails, because the average of $\theta^2$ is not fixed by $W$. Exchanging the two radii turns the 1.4 % into 1.7 %. For a pump shrinking to a point, $\theta\propto1/r$ and $\int\theta^2r\,dr$ diverges logarithmically at the centre. That concerns the second-order term. For $n>1$ the full expression fails sooner, when $\theta$ reaches $T_0/(n-1)=1500$ K, which here happens at a pump radius near 0.05 µm. For a probe shrinking to a point at the same $W$, the average stays finite. The root-sum-square law thus belongs to linear response.

**Q.** What real measurement do these numbers resemble, and what should I distrust?

**A.** They resemble steady-state thermoreflectance on magnesium oxide, a cubic crystal and hence isotropic in conductivity, under an aluminium film. The material parameters are rough typical values, not measurements of a particular sample. The assumption most plainly broken is the bare surface: the film and interface each shift the rise by about 3 %, and their cancellation should not be relied on. Air above the sample, treated as a still half-space of conductivity 0.026 W/(m K), replaces $\kappa$ by $\kappa+0.026$ W/(m K) and lowers the rise by 0.05 %.

Fourier's law also requires the phonon mean free path to be small compared with the spot. A rough long value of 0.5 µm is 5 % of the pump radius. The comparison should not be made with $W$, which a wide probe keeps large even when the pump is very tight. This compares two lengths; it does not give the error in the temperature. Finally, in the half-space formula $\Delta T$ is proportional to $P/\kappa$, so a conductivity inferred from that formula carries the full fractional error of the absorbed power. Once the film and interface are included, the rise is no longer exactly proportional to $1/\kappa$, and the two fractional errors need not be equal.
